# Zero-Variance Importance Sampling and Its Unknown Normalization, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The density that removes the scatter

### 1. A rare boron atom

Boron is implanted into silicon, and the wafer is then annealed. Most of the boron stops a few hundred nanometres below the surface and spreads by diffusion during the anneal. A small part of the dose ends up much deeper, where it may matter for a junction. We ask what fraction of the dose lies deeper than a given limit after the anneal.

A direct simulation draws a stopping depth for each atom, adds a random diffusive displacement, and counts the atoms beyond the limit. If only a few atoms in 100,000 get that far, nearly all the work goes into atoms that contribute nothing. It would be better to start more atoms at the depths from which the limit can be reached, and to correct for this preference by a weight. Two questions follow. Which choice of starting depths gives the least statistical error? And can that choice be used?

### 2. The model and the mean to be found

Let \(x\) be the depth at which an atom stops during the implant, measured from the surface into the silicon. We take a Gaussian stopping profile with mean depth \(R_p\) and standard deviation \(s\), called the straggle:

\[
p(x)=\frac{1}{\sqrt{2\pi}\,s}\exp\!\left[-\frac{(x-R_p)^2}{2s^2}\right],\qquad \int p\,dx=1 .
\]

Integrals without limits run over the whole line. The silicon is thus treated as an infinite medium, and the small part of the Gaussian at \(x<0\) is kept. The diffusivity \(D\) is constant during the anneal time \(t\), and the atoms move independently.

An atom that starts at \(x\) is displaced by \(y\) with the density

\[
G(y,t)=\frac{1}{\sqrt{4\pi Dt}}\,e^{-y^2/4Dt}.
\]

This satisfies the diffusion equation. The time derivative acts on the prefactor and on the exponent, and two space derivatives give the matching terms:

\[
\frac{\partial G}{\partial t}=G\left(\frac{y^2}{4Dt^2}-\frac{1}{2t}\right),\qquad
D\frac{\partial^2G}{\partial y^2}=D\,G\left(\frac{y^2}{4D^2t^2}-\frac{1}{2Dt}\right).
\]

The two right-hand sides are equal. As \(t\to0\) the density \(G\) shrinks to a point at \(y=0\), as it should for an atom that has not yet moved. Its variance is \(L^2=2Dt\).

Let \(d\) be the depth limit. The probability that an atom starting at \(x\) ends beyond \(d\) is

\[
f(x)=\int_{d-x}^{\infty}G(y,t)\,dy=\Phi\!\left(\frac{x-d}{L}\right),
\]

where \(\Phi\) is the cumulative distribution function of the standard normal variable. It obeys \(0<f<1\). The required fraction is the mean of \(f\) weighted by the stopping profile:

\[
I=\int f(x)\,p(x)\,dx .
\]

In this model \(I\) is also known in closed form, which lets us judge the sampling methods. The final depth is the sum of two independent Gaussian variables, the stopping depth and the displacement. It is therefore Gaussian, with mean \(R_p\) and variance \(\sigma^2=s^2+L^2\). Hence

\[
I=\Phi(-z),\qquad z=\frac{d-R_p}{\sigma}.
\]

### 3. Numbers for the example

We take \(R_p=300\) nm, \(s=70\) nm, \(d=700\) nm, \(D=1.5\times10^{-14}\) cm²/s and \(t=1800\) s. Since 1 cm² is \(10^{14}\) nm², the diffusivity is 1.5 nm²/s, and

\[
L^2=2\times1.5\times1800=5400\ \text{nm}^2,\qquad L=73.48\ \text{nm}.
\]

The total variance is \(4900+5400=10300\) nm², so \(\sigma=101.49\) nm and \(z=400/101.49=3.941\). The closed form gives

\[
I=4.052\times10^{-5}.
\]

About four atoms in 100,000 end beyond the limit. A numerical solution of the diffusion equation on a grid, started from the same Gaussian profile, gives \(4.061\times10^{-5}\), which is 0.2% higher than the closed form.

### 4. The weighted estimator

The following derivation needs neither the Gaussian profile nor the error-function form of \(f\). It needs a normalized density \(p\), a function \(f\ge0\), and \(0<I<\infty\).

Draw \(N\) independent points \(X_1,\dots,X_N\) from a normalized density \(q\). Form

\[
\hat I=\frac1N\sum_{i=1}^{N}Y_i,\qquad
Y_i=\frac{f(X_i)\,p(X_i)}{q(X_i)} .
\]

We call \(Y_i\) the score of the draw. The factor \(p/q\) is the weight that corrects for drawing from \(q\) in place of \(p\). We require \(q>0\) wherever \(fp>0\), apart from a set of measure zero. This is the support condition.

The mean of one score is an integral over the region where draws can fall:

\[
E_q[Y]=\int_{q>0}q\,\frac{fp}{q}\,dx=\int_{q>0}fp\,dx=I .
\]

The factor \(q\) cancels, and the last equality uses the support condition: the part of the line left out has \(fp=0\). The mean of \(N\) such scores is also \(I\), so the estimator is unbiased.

If \(q\) vanished on a region where \(fp>0\), the estimator would settle on \(I\) minus the contribution of that region. Its scatter might be small, but its answer would be wrong. Scatter alone cannot reveal a region that is never visited.

### 5. The variance as a distance between densities

For independent draws the variances add, and the factor \(1/N\) enters squared:

\[
\operatorname{Var}(\hat I)=\frac{1}{N^2}\sum_{i=1}^N\operatorname{Var}(Y_i)=\frac{\operatorname{Var}(Y)}{N}.
\]

Now define

\[
q^*(x)=\frac{f(x)\,p(x)}{I}.
\]

This is a normalized density. It is nonnegative because \(f\ge0\), and its integral is \(I/I=1\). With \(fp=Iq^*\), one score becomes

\[
Y=I\,\frac{q^*}{q}.
\]

Its deviation from the mean is \(Y-I=I(q^*/q-1)\). Square this, average over \(q\) and divide by \(I^2\):

\[
R(q)\equiv\frac{\operatorname{Var}(Y)}{I^2}
=\int_{q>0}q\left(\frac{q^*}{q}-1\right)^2dx
=\int_{q>0}\frac{(q^*-q)^2}{q}\,dx .
\]

\(R\) is the relative variance per draw. The relative standard error of the estimator is \(\sqrt{R/N}\), so a relative error \(\varepsilon\) requires \(N=R/\varepsilon^2\) draws. If the integral diverges, the variance is infinite and this rule fails.

The division by \(q\) shows which mismatches are costly. An excess of \(q\) wastes draws. A deficit of \(q\) where \(q^*\) is large produces rare draws with large scores, and these can dominate the variance. If the two densities agree well enough that \(|q^*/q-1|\le\eta\) wherever draws fall, then \(R\le\eta^2\), because \(R\) is the average of the square of that quantity.

### 6. Zero variance and uniqueness

The integrand of \(R\) is nonnegative. Its integral can vanish only if \(q^*=q\) almost everywhere in the region \(q>0\). Where \(q=0\), the support condition gives \(fp=0\), hence \(q^*=0\) as well. The densities then agree almost everywhere on the line.

Conversely, setting \(q=q^*\) gives \(R=0\). Thus

\[
R(q)=0\quad\Longleftrightarrow\quad q(x)=\frac{f(x)p(x)}{I}\ \text{ almost everywhere}.
\]

Every draw from this density has the score \(I\). The depths still differ from draw to draw, but where \(f\) is large the weight is small in the same proportion, and the product does not change. A single draw would suffice.

The condition \(f\ge0\) is needed. Suppose that \(f\) takes both signs, and let \(J=\int|f|p\,dx\) be finite. The support condition must now read \(q>0\) wherever \(fp\ne0\), so that the negative part is sampled too and the mean score is still \(I\). The mean square of a number is at least the square of its mean, so

\[
E_q[Y^2]\ \ge\ \big(E_q[|Y|]\big)^2=\left(\int_{q>0}|f|\,p\,dx\right)^2=J^2 .
\]

The variance of one score is therefore at least \(J^2-I^2\). If positive and negative parts both contribute, \(J>|I|\), and no density gives zero variance. The choice \(q=|f|p/J\) reaches the bound, because then \(|Y|=J\) for every draw. The remaining scatter comes from the sign of \(f\).

### 7. What the optimal density means for the implant

For the implant, \(f(x)\) is the probability of ending beyond \(d\) for an atom that started at \(x\). Bayes' rule then reads \(q^*\) as the density of starting depths among the atoms that do end beyond \(d\). The ideal simulation starts its atoms where the successful ones come from.

We can find the mean and width of this density. Let \(X\) be the starting depth and \(F\) the final depth, and write

\[
X-R_p=b\,(F-R_p)+e,\qquad b=\frac{s^2}{\sigma^2}.
\]

This equation defines the remainder \(e\). Since \(F\) is \(X\) plus an independent displacement, the covariance of \(X\) and \(F\) is \(s^2\). The covariance of \(e\) with \(F\) is then \(s^2-b\sigma^2=0\). For jointly Gaussian variables zero covariance means independence, so a condition on \(F\) does not alter \(e\). Its variance is

\[
\operatorname{Var}(e)=s^2-2bs^2+b^2\sigma^2=s^2-\frac{s^4}{\sigma^2}.
\]

Now put \(U=(F-R_p)/\sigma\), a standard normal variable with density \(\varphi\), and impose \(U>z\). Because \(u\varphi=-\varphi'\), the first integral is \(\int_z^\infty u\varphi\,du=\varphi(z)\). Integration by parts gives the second, \(\int_z^\infty u^2\varphi\,du=z\varphi(z)+\Phi(-z)\). Dividing by the probability \(\Phi(-z)\), and writing \(h=\varphi(z)/\Phi(-z)\), we obtain

\[
E[U\,|\,U>z]=h,\qquad \operatorname{Var}(U\,|\,U>z)=1+zh-h^2=1-h(h-z).
\]

Since \(b\sigma=s^2/\sigma\), the mean \(m_*\) and variance \(s_*^2\) of \(q^*\) are

\[
m_*=R_p+\frac{s^2}{\sigma}\,h,
\]
\[
s_*^2=s^2-\frac{s^4}{\sigma^2}+\frac{s^4}{\sigma^2}\big[1-h(h-z)\big]
=s^2\left[1-\frac{s^2}{\sigma^2}h(h-z)\right].
\]

For the example, \(\varphi(3.9413)=1.689\times10^{-4}\), so \(h=1.689\times10^{-4}/4.052\times10^{-5}=4.17\). The mean is \(300+(4900/101.49)\times4.17=501\) nm. For the width, more digits are needed: \(h=4.1697\) and \(h-z=0.2284\) give \(h(h-z)=0.952\). With \(s^2/\sigma^2=0.476\), this gives \(s_*=70\sqrt{1-0.453}=52\) nm.

The successful atoms therefore start typically near 500 nm, about midway between the mean implanted depth and the limit. They stopped unusually deep and then also diffused unusually far. Starting at 300 nm, an atom reaches the limit with probability \(2.6\times10^{-8}\); starting at 500 nm, with probability \(3.2\times10^{-3}\). Starts much deeper than 500 nm would succeed more often still, but \(p\) makes them too rare.

Two limits show how the balance moves when \(p\) and \(d\) are held fixed. As \(L\to0\), \(f\) becomes a step at \(d\), and \(q^*\) becomes the part of \(p\) beyond the limit. As \(L\to\infty\), \(f\) tends to \(1/2\) at every fixed depth, and \(q^*\) tends to \(p\). In the second limit there is nothing to gain from preferring some starts to others.

## Part II. The unknown constant and what can be done

### 8. Symbols and results carried over

The stopping profile \(p(x)\) is a normalized Gaussian with mean \(R_p=300\) nm and straggle \(s=70\) nm. The function \(f(x)=\Phi((x-d)/L)\) is the probability of diffusing from \(x\) past \(d=700\) nm, with \(L=73.48\) nm. The required fraction is \(I=\int fp\,dx=4.052\times10^{-5}\).

With independent draws from \(q\), the ordinary weighted mean averages the scores \(fp/q\). Its relative variance per draw is

\[
R(q)=\int_{q>0}\frac{(q^*-q)^2}{q}\,dx,\qquad q^*=\frac{fp}{I}.
\]

It vanishes only for \(q=q^*\). In the example, \(q^*\) has mean \(m_*=501\) nm and standard deviation \(s_*=52\) nm. The symbol \(E_p\) denotes an average over \(p\), and \(E_q\) an average over \(q\).

### 9. The circle

To use \(q^*\) in the ordinary estimator we must evaluate the weight

\[
\frac{p}{q^*}=\frac{p\,I}{f\,p}=\frac{I}{f}.
\]

It contains the answer. The product \(fp\) can be computed at any depth, but the constant that normalizes it is the integral we set out to find. Knowing the normalized value of \(q^*\) at even one point with \(fp>0\) would give \(I=fp/q^*\) there, with no sampling at all.

Suppose that we replace the unknown constant by a guess \(c\) and use \(fp/c\) as if it were normalized. Each score is then

\[
\frac{fp}{fp/c}=c .
\]

The calculation returns the guess, with no scatter, whatever the guess was. The error is in the normalization: the integral of \(fp/c\) is \(I/c\), which equals one only for \(c=I\). Zero scatter is therefore no evidence of a correct result.

This limits the evaluation of the weights. It does not prevent us from drawing points from \(q^*\), so we should ask what such points are worth.

### 10. Drawing from the optimal density by rejection

Since \(0\le f\le1\), draw \(x\) from \(p\) and accept it with probability \(f(x)\). The probability density for drawing \(x\) and accepting it is \(p(x)f(x)\). The total acceptance probability is its integral, \(I\). Accepted points therefore have the density \(fp/I=q^*\), and no value of \(I\) was supplied.

For the implant this is the direct simulation of Section 1. We start an atom from the profile, let it diffuse, and keep its starting depth if it ends beyond \(d\).

The accepted fraction estimates \(I\), but at a price. Let \(A=1\) for acceptance and \(A=0\) otherwise. Because \(A^2=A\), its variance is \(I-I^2\), and the relative variance per proposal is

\[
R_{\rm acc}=\frac{I-I^2}{I^2}=\frac{1-I}{I}.
\]

Compare this with plain averaging, which also draws from \(p\) but scores the number \(f(x)\) itself:

\[
R_{\rm plain}=\frac{E_p[f^2]-I^2}{I^2}.
\]

The difference is

\[
R_{\rm acc}-R_{\rm plain}=\frac{I-E_p[f^2]}{I^2}=\frac{1}{I^2}\int f(1-f)\,p\,dx\ \ge0 .
\]

Per proposal, the accepted fraction is never the better estimate. It adds the chance of each diffusive displacement to the chance of the starting depth, whereas plain averaging replaces the first by its known mean. The two agree when \(f\) takes only the values 0 and 1, which is the limit of vanishing diffusion.

In the example \(R_{\rm acc}=2.47\times10^4\) and \(R_{\rm plain}=335\). A simulation of 20 million proposals accepted 795 atoms, where \(2\times10^7\times4.052\times10^{-5}=810\) were expected. The standard deviation of this count is about \(\sqrt{810}=28\), so the difference is ordinary scatter. The accepted atoms had a mean starting depth of 501.4 nm, in agreement with \(m_*\). These are good draws from \(q^*\), but each costs about 25,000 proposals on average, and the weight attached to it is still unknown.

The density \(q^*=fp/I\) removes all scatter from the ordinary weighted mean, but its weight contains the unknown \(I\), and drawing from it by rejection costs about 25,000 proposals per accepted atom in the example. It remains to see what is gained by cancelling the constant from the weights, or by using a nearby density whose normalization is known.
